# Image Correction of a Localized Kohn-Sham Level in Anisotropic Media

A charged defect in a periodic supercell interacts with its own repeated images and with the uniform background that keeps the cell neutral. If only the total energy is corrected for this, the defect level stays in the wrong place. In the example below, a cell about 1.4 nm wide holds a defect of charge \(+1\) with its ions clamped. The energy needs a correction of 0.35 eV, but the level must move by 0.69 eV in the opposite direction. Leaving the level alone, or moving it by the energy correction, gives a wrong position in the gap. The factor \(-2\) between the two corrections follows from how the energy depends on occupation, and it has definite conditions.

## Conventions and the slope of the energy

Atomic units are used in the derivation. Charges are counted in elementary charges, so that \(E/q\) is an energy. Let \(f\) be the occupation of the defect level and \(Z\) the charge that the defect would have with this level empty. Then

\[
q=Z-f,\qquad dq=-df \quad (Z\ \text{fixed}). \tag{1}
\]

Corrections are what must be added to the periodic result to obtain the isolated defect:

\[
E_{\rm corr}=E_{\rm iso}-E_{\rm per},\qquad
\Delta\varepsilon=\varepsilon_{\rm iso}-\varepsilon_{\rm per}. \tag{2}
\]

Write the Kohn-Sham energy as

\[
E=\sum_j f_j\langle\psi_j|T|\psi_j\rangle+F[n],\qquad n=\sum_j f_j|\psi_j|^2, \tag{3}
\]

where \(F\) holds the external, electrostatic and exchange-correlation energies and is taken to be differentiable. The Kohn-Sham potential is \(V=\delta F/\delta n\), and \((T+V)\psi_j=\varepsilon_j\psi_j\). Now change the occupation \(f\) of the defect orbital \(\psi\), with the other occupations fixed. The energy changes directly through \(f\), and indirectly because every orbital adjusts:

\[
\frac{dE}{df}=\langle\psi|T+V|\psi\rangle
+\sum_j f_j\left[\left\langle\frac{d\psi_j}{df}\Big|T+V\Big|\psi_j\right\rangle+{\rm c.c.}\right]. \tag{4}
\]

In the second term \(T+V\) acting on \(\psi_j\) gives \(\varepsilon_j\psi_j\). The bracket becomes \(\varepsilon_j\,d\langle\psi_j|\psi_j\rangle/df\), which is zero because the orbitals stay normalized. What remains is Janak's relation,

\[
\frac{dE}{df}=\varepsilon. \tag{5}
\]

It also holds along a path on which the ions relax at each occupation. The extra term is the derivative of \(E\) with respect to the ionic positions times their displacement, and that derivative vanishes at zero force. The eigenvalue must then be the one at the relaxed geometry.

## The factor of minus two

Equation (5) applies to the isolated and to the periodic system. Subtracting the two and using (1) gives

\[
\Delta\varepsilon=\frac{dE_{\rm corr}}{df}=-\frac{dE_{\rm corr}}{dq}. \tag{6}
\]

Suppose that \(E_{\rm corr}=Cq^2\), with \(C\) independent of \(q\) along the path. Then

\[
\boxed{\;\Delta\varepsilon=-2Cq=-\frac{2E_{\rm corr}}{q}\;} \tag{7}
\]

At \(q=0\) the quotient is read as its limit, zero. For positive \(C\) the level of a positive defect moves down and that of a negative defect moves up, while the energy correction is positive in both cases.

The step from (6) to (7) requires the quadratic law for continuous \(q\) around the charge of interest; the value of \(E_{\rm corr}\) at one integer charge does not determine the slope. A linear term shows the difference. If \(E_{\rm corr}=Cq^2+bq\), then (6) gives \(\Delta\varepsilon=-2Cq-b\), whereas \(-2E_{\rm corr}/q=-2Cq-2b\). Hence

\[
\Delta\varepsilon=-\frac{2E_{\rm corr}}{q}+b. \tag{8}
\]

Potential alignment is such a term. Raising the electrostatic potential of the periodic calculation by a constant \(w\), independent of \(q\), adds \(qw\) to the energy of the charge \(q\) and \(-w\) to an electron level. An alignment constant therefore enters the level once, without doubling. Before (7) is used, such a constant must be removed from both the energy and the eigenvalue. Aligning the eigenvalue alone is not enough: \(E_{\rm corr}\) would keep its linear term, and the rule would then be off by \(2w\).

## The coefficient in an anisotropic host

Nothing in (7) refers to isotropy; the dielectric tensor enters through \(C\). Let the host be a homogeneous linear medium with a symmetric positive tensor \(\boldsymbol\epsilon\), so that \(\nabla\cdot(\boldsymbol\epsilon\nabla\phi)=-4\pi\rho\). Substitute \(\mathbf r=\boldsymbol\epsilon^{1/2}\mathbf s\). The operator on the left becomes the ordinary Laplacian in \(\mathbf s\), and \(\delta(\mathbf r)=\delta(\mathbf s)/\sqrt{\det\boldsymbol\epsilon}\). The potential of an isolated unit charge is thus

\[
\phi_{\rm iso}(\mathbf r)=\frac{1}{\sqrt{\det\boldsymbol\epsilon}\;s},\qquad
s=\sqrt{\mathbf r^{T}\boldsymbol\epsilon^{-1}\mathbf r}. \tag{9}
\]

In a periodic cell of volume \(\Omega\), with background density \(-1/\Omega\) and zero average potential,

\[
\phi_{\rm per}(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}
\frac{e^{i\mathbf G\cdot\mathbf r}}{\mathbf G\cdot\boldsymbol\epsilon\,\mathbf G}. \tag{10}
\]

The part due to images and background is \(\phi_{\rm im}=\phi_{\rm per}-\phi_{\rm iso}\). It is finite at the defect, and we define \(v=-\phi_{\rm im}(0)\).

To evaluate \(v\), split \(1/s\) into \({\rm erfc}(\gamma s)/s\), which is summed over lattice vectors \(\mathbf R\), and \({\rm erf}(\gamma s)/s\), which is summed over \(\mathbf G\). The second part has the Fourier transform of (10) multiplied by \(\exp(-\mathbf G\cdot\boldsymbol\epsilon\,\mathbf G/4\gamma^2)\). Two constants complete the sum. The short-range part has the spatial integral

\[
\int\frac{{\rm erfc}(\gamma s)}{\sqrt{\det\boldsymbol\epsilon}\;s}\,d^3r
=4\pi\int_0^\infty s\,{\rm erfc}(\gamma s)\,ds=\frac{\pi}{\gamma^2}, \tag{11}
\]

because \(d^3r=\sqrt{\det\boldsymbol\epsilon}\,d^3s\). Its average \(\pi/(\Omega\gamma^2)\) must be subtracted to keep the mean potential zero. At the defect's own site, removing \(1/s\) leaves \(-{\rm erf}(\gamma s)/s\to-2\gamma/\sqrt\pi\), to be multiplied by the prefactor \(1/\sqrt{\det\boldsymbol\epsilon}\) of (9). Changing the overall sign,

\[
\begin{aligned}
v={}&\frac{2\gamma}{\sqrt{\pi\det\boldsymbol\epsilon}}+\frac{\pi}{\Omega\gamma^2}
-\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\gamma s_{\mathbf R})}{\sqrt{\det\boldsymbol\epsilon}\;s_{\mathbf R}}\\
&-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}
\frac{e^{-\mathbf G\cdot\boldsymbol\epsilon\,\mathbf G/4\gamma^2}}{\mathbf G\cdot\boldsymbol\epsilon\,\mathbf G}.
\end{aligned} \tag{12}
\]

The splitting parameter \(\gamma\) affects the speed of convergence but not the sum. If \(\boldsymbol\epsilon\) is a scalar \(\epsilon\), equations (9) and (10) show that \(v\) is the vacuum value of the same cell divided by \(\epsilon\). Enlarging all edges by \(\lambda\) divides \(v\) by \(\lambda\).

For a compact defect charge, the image contribution to the periodic energy is \(\tfrac12q\,[q\phi_{\rm im}(0)]=-\tfrac12vq^2\). The factor \(\tfrac12\) is that of any charge in a potential which it has itself produced. The background adds no separate term, because it multiplies a potential of zero average. Therefore

\[
E_{\rm corr}=\tfrac12vq^2,\qquad C=\tfrac12v. \tag{13}
\]

An electron in the localized level feels the full potential \(q\phi_{\rm im}(0)=-qv\), without the factor \(\tfrac12\). Its charge is \(-1\), so the periodic cell raises its energy by \(qv\), and the correction is \(-qv\). This agrees with (7) and gives its physical content: the energy counts a self-produced interaction once, with a half, while the level measures the slope.

Localization is essential here. For a state spread uniformly over the cell, the first-order shift is the average of the potential. That average is zero in the periodic cell by (10), and it also tends to zero for an isolated charge as the state extends over an ever larger volume. To this order such a state receives no correction, and applying (7) to it would introduce an error of \(-qv\).

## Finite size of the defect charge

A real orbital has a width. Since \(\phi_{\rm im}\) is even in \(\mathbf r\), its expansion near the defect is

\[
\phi_{\rm im}(\mathbf r)=-v+\tfrac12\mathbf r^TA\,\mathbf r+\dots,\qquad
{\rm tr}(\boldsymbol\epsilon A)=\frac{4\pi}{\Omega}. \tag{14}
\]

The trace follows from the field equation, since the background is the only source of \(\phi_{\rm im}\) near the defect.

Let the defect charge density \(\rho\) have total charge \(q\), no dipole, and second moments \(M_{ij}=\int\rho\,r_ir_j\,d^3r\). The orbitals are stationary, so the first-order energy change is obtained with the density held fixed:

\[
E_{\rm per}-E_{\rm iso}=\tfrac12\iint\rho(\mathbf r)\rho(\mathbf r')\,
\phi_{\rm im}(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{15}
\]

In the quadratic part, \((\mathbf r-\mathbf r')^TA(\mathbf r-\mathbf r')\) yields two equal terms \(q\,A{:}M\), where \(A{:}M=\sum_{ij}A_{ij}M_{ij}\). The cross term contains the dipole twice and vanishes. With the factors \(\tfrac12\) from (14) and (15), the result is \(-\tfrac12vq^2+\tfrac12q\,A{:}M\), and so

\[
E_{\rm corr}=\tfrac12vq^2-\tfrac12q\,A{:}M(q). \tag{16}
\]

Now \(M\) depends on \(q\), both because charge is added and because the orbital changes shape. Differentiating as in (6),

\[
\Delta\varepsilon=-vq+\tfrac12A{:}M+\tfrac12q\,A{:}\frac{dM}{dq}, \tag{17}
\]

while (16) gives \(-2E_{\rm corr}/q=-vq+A{:}M\). The departure from the simple rule is

\[
\Delta\varepsilon+\frac{2E_{\rm corr}}{q}
=\tfrac12A{:}\left(q\frac{dM}{dq}-M\right). \tag{18}
\]

It vanishes when \(M\) is proportional to \(q\), that is, when the second moment grows in step with the charge. For a defect of fixed shape it falls as \(1/\Omega\) when the cell is enlarged uniformly, because \(A\) does.

A frozen orbital makes the origin plain. Let the core charge have second moment \(m_c\) per unit charge and the orbital density \(m_\psi\). Then \(M=Zm_c-fm_\psi\) and \(dM/dq=m_\psi\), and the bracket in (18) becomes

\[
(Z-f)m_\psi-Zm_c+fm_\psi=Z(m_\psi-m_c). \tag{19}
\]

The remainder \(\tfrac12Z\,A{:}(m_\psi-m_c)\) is the constant \(b\) of (8): core and orbital have different second moments, and this puts a linear term into the energy correction.

## Ions that cannot follow

Let the ions be relaxed at charge \(q_0\) and then frozen while the charge changes to \(q=q_0+\Delta q\). The first charge is screened by electrons and ions, with the static tensor \(\boldsymbol\epsilon_0\); the change is screened by electrons alone, with \(\boldsymbol\epsilon_\infty\). Consider one Fourier component with wave vector \(\mathbf g\), charge amplitude \(\rho\) and ionic polarization \(\mathbf p\), with phases chosen to make both real. Apart from a common volume factor, its energy is

\[
U=\frac{2\pi(\rho-\mathbf g\cdot\mathbf p)^2}{g_\infty}+\tfrac12\mathbf p^T\chi^{-1}\mathbf p,
\qquad \chi=\frac{\boldsymbol\epsilon_0-\boldsymbol\epsilon_\infty}{4\pi}, \tag{20}
\]

where \(g_\infty=\mathbf g\cdot\boldsymbol\epsilon_\infty\mathbf g\) and \(g_0=\mathbf g\cdot\boldsymbol\epsilon_0\mathbf g\). Let \(u=\rho-\mathbf g\cdot\mathbf p\). Minimization gives \(\mathbf p=4\pi u\,\chi\mathbf g/g_\infty\). Then \(\mathbf g\cdot\mathbf p=u(g_0-g_\infty)/g_\infty\), which means \(u=\rho g_\infty/g_0\). The elastic term equals \(2\pi u(\rho-u)/g_\infty\), and the relaxed energy is \(2\pi u\rho/g_\infty=2\pi\rho^2/g_0\).

Add \(\delta\) to the charge with \(\mathbf p\) fixed. The first term of (20) grows by \(2\pi(2u\delta+\delta^2)/g_\infty\), so that

\[
U=2\pi\left[\frac{\rho^2+2\rho\delta}{g_0}+\frac{\delta^2}{g_\infty}\right]. \tag{21}
\]

Each term has the form of an electrostatic energy in one of the two media. Taking the isolated minus the periodic result therefore gives, for compact charges,

\[
E_{\rm corr}=\tfrac12\left[v_0(q_0^2+2q_0\Delta q)+v_\infty\Delta q^2\right], \tag{22}
\]

\[
\Delta\varepsilon=-\frac{dE_{\rm corr}}{d\Delta q}=-(v_0q_0+v_\infty\Delta q). \tag{23}
\]

Here \(v_0\) and \(v_\infty\) are (12) evaluated with the two tensors. Combining (22) and (23) for \(q\ne0\),

\[
\Delta\varepsilon+\frac{2E_{\rm corr}}{q}=\frac{q_0\Delta q\,(v_0-v_\infty)}{q}. \tag{24}
\]

The simple rule survives if \(\Delta q=0\), if the ions were relaxed for the neutral defect (\(q_0=0\)), or if \(v_0=v_\infty\). Otherwise (23) must be used.

## A defect cell of boron nitride size

Take an orthorhombic cell of \(1.50\times1.30\times1.33\) nm, about the size of a bulk hexagonal boron nitride supercell, with the third axis normal to the layers. Rough typical dielectric constants are \((5,5,3)\) for the electrons and \((7,7,3.5)\) with relaxed ions. Equation (12) gives \(v_\infty=0.691\) eV and \(v_0=0.516\) eV.

For a relaxed defect with \(q=+1\), \(E_{\rm corr}=0.516/2=0.258\) eV and \(\Delta\varepsilon=-2(0.258)=-0.516\) eV. For \(q=+2\) the energy correction is four times as large, 1.031 eV, but the level shift only doubles: \(-2(1.031)/2=-1.031\) eV. For \(q=-1\) the level moves up by 0.516 eV.

These values rest on point charges. A self-consistent orbital model tests the relation without assuming it. The model has one orbital in a short-range well, a Gaussian core, local exchange, and electrostatics screened by the electronic tensor. It is solved once with the periodic interaction and once with the isolated one. It is not a model of a particular defect, and its absolute level energies have no meaning for boron nitride.

For \(Z=2\), \(f=1\), the level lies at \(-20.0344\) eV in the periodic cell and at \(-20.7227\) eV in isolation, so \(\Delta\varepsilon=-0.6883\) eV. The two total energies give \(E_{\rm corr}=0.3450\) eV, and hence \(-2E_{\rm corr}/q=-0.6901\) eV. The difference is 1.8 meV, or 0.3 % of the shift, and (18) predicts 1.8 meV. For \(q=-1\), with \(Z=1\) and \(f=2\), the shift is \(+0.6846\) eV against \(+0.6836\) eV from the rule; the difference of 1.0 meV again agrees with (18).

With \(Z=3\), \(f=1\) the remainder is 2.1 meV, less than the factor \(3/2\) over the \(Z=2\) case that (19) would give for an unchanged orbital. The stronger core contracts the orbital, which reduces \(m_\psi-m_c\). Equation (18), which includes this, reproduces the value. Stretching all edges by 1.25 at \(Z=2\), \(f=1\) reduces the remainder from 1.78 to 0.91 meV. The ratio of the unrounded values is 1.955, against a volume ratio of 1.953.

## Levels and transition energies

A charge-transition energy is a difference between two charges and not a slope. With the same \(C\) at both ends,

\[
E_{\rm corr}(q-1)-E_{\rm corr}(q)=C\left[(q-1)^2-q^2\right]=C(1-2q). \tag{25}
\]

This is the mean of the level corrections \(-2Cq\) and \(-2C(q-1)\), as it must be when a linear slope is integrated over one electron. For \(E(0)-E(+1)\) it equals \(-C\), half the level correction at \(q=+1\). With clamped ions the orbital model gives \(-0.345\) eV for this difference, and \(-v_\infty/2\) is \(-0.346\) eV.

Ionic motion separates three quantities for the relaxed \(+1\) defect. Its level is corrected by \(-0.516\) eV. The transition to a relaxed neutral defect is corrected by \(-0.258\) eV. For a sudden transition to \(q=0\), (22) leaves \(E_{\rm corr}=(0.691-0.516)/2=0.088\) eV in the neutral final state, so the transition correction is \(0.088-0.258=-0.170\) eV. The level in this final state needs \(+0.175\) eV by (23), although the total charge is zero and \(-2E_{\rm corr}/q\) has no value. The frozen ions still carry the polarization that belonged to the charge \(+1\), and it is repeated in every cell.

## How far the numbers carry over to boron nitride

The cell size and dielectric constants are typical of bulk boron nitride calculations, but only roughly. Lowering the static out-of-plane constant by 10 %, with the rest fixed, makes the relaxed \(+1\) level shift larger in magnitude by 11 meV. Replacing each tensor by the mean of its diagonal elements lowers \(v_\infty\) by 1.3 % and \(v_0\) by 1.7 %. These errors were computed only for this cell and these tensors, and are no general licence to average. A change of charge faster than the ionic motion, as in an optical transition between the defect and a band, breaks the assumption of relaxed ions, and for the sudden neutralization above this moves the level correction from zero to 0.175 eV, far more than the two changes of the dielectric constants just described.

Two assumptions are less secure. For a level 1 eV deep and a free-electron mass, the tail factor \(e^{-\kappa L}\) over the shortest edge is about \(10^{-3}\), so overlap is weak in that case. The free mass is only a reference value and not a band mass of boron nitride: for a mass of 0.3 the same factor is about \(3\times10^{-2}\), and a shallower level or a smaller effective mass can violate the localization condition. The in-plane field of an isolated unit charge at half that edge is about 9 MV/cm with electronic screening (about 7 MV/cm with the static tensor), comparable with rough breakdown fields of good insulators. This local field is not an applied breakdown field, but it means that linear response near the defect is an assumption. If nonlinear screening makes \(C\) depend on \(q\), (6) still holds and (7) does not: the level correction must then be taken from the slope of \(E_{\rm corr}(q)\). The full set of values is in the numerical output that follows.

## Computed values

```
Cell edges (nm): 1.50 1.30 1.33
Electronic dielectric constants x,y,z: 5.0 5.0 3.0
Static dielectric constants x,y,z: 7.0 7.0 3.5
v, electronic screening: 0.6910 eV
v, static screening: 0.5155 eV
Point charge, clamped ions, q=+1: E_corr 0.3455 eV, level shift -0.6910 eV
Point charge, clamped ions, q=+2: E_corr 1.3820 eV, level shift -1.3820 eV
Point charge, clamped ions, q=-1: E_corr 0.3455 eV, level shift +0.6910 eV
Point charge, relaxed ions, q=+1: E_corr 0.2578 eV, level shift -0.5155 eV
Point charge, relaxed ions, q=+2: E_corr 1.0311 eV, level shift -1.0311 eV
Point charge, relaxed ions, q=-1: E_corr 0.2578 eV, level shift +0.5155 eV
Kohn-Sham model, clamped ions, electronic screening:
 Z=2 f=1 q=+1: E_corr 0.34504 eV (Ewald with moments 0.34504 eV)
  level periodic -20.03444, isolated -20.72274 eV
  level shift -0.68830 eV, -2E_corr/q -0.69008 eV
  dE_corr/df -0.68830 eV
  remainder +1.781 meV, predicted +1.777 meV
 Z=3 f=1 q=+2: E_corr 1.37798 eV (Ewald with moments 1.37799 eV)
  level periodic -23.39230, isolated -24.76821 eV
  level shift -1.37591 eV, -2E_corr/q -1.37798 eV
  dE_corr/df -1.37591 eV
  remainder +2.073 meV, predicted +2.069 meV
 Z=1 f=2 q=-1: E_corr 0.34178 eV (Ewald with moments 0.34180 eV)
  level periodic -15.78635, isolated -15.10175 eV
  level shift +0.68460 eV, -2E_corr/q +0.68357 eV
  dE_corr/df +0.68460 eV
  remainder +1.030 meV, predicted +1.027 meV
Correction of E(0)-E(+1), model: -0.3450 eV; -v/2: -0.3455 eV
Edges x 1.25: remainder +0.911 meV, ratio 1.955, volume ratio 1.953
Ions frozen at q=+1, final q=0: E_corr +0.0877 eV, level shift +0.1755 eV
Isotropic mean, electronic: eps 4.333, v 0.6821 eV, error -1.3 %
Isotropic mean, static: eps 5.833, v 0.5067 eV, error -1.7 %
Static eps_z lowered 10 %: level shift at q=+1 changes by -11.3 meV
Tail factor exp(-kL), 1 eV deep, free mass, shortest edge: 1.3e-03
Isolated screened field of q=1 at half the shortest edge: 8.8 MV/cm
```
